Fitted elemental reference energies: rank, residual error and defect chemical-potential limits

**The result**

Fitted elemental-phase reference energies (FERE) replace the computed energies of the elements by numbers μ_j^ref, chosen so that computed compound energies reproduce measured formation enthalpies in the least-squares sense. The fit determines these numbers if and only if the matrix of compound compositions has full column rank. If each element keeps one oxidation state q_j in all the compounds, and every compound is charge balanced, the rank is deficient: the references can be changed by

μ_j^ref → μ_j^ref + t q_j

for any t without changing a fitted enthalpy. The chemical-potential limits that are set by the elemental references do change. Compounds that break the single-valence rule can remove the freedom, but a few of them may do so weakly. Small residuals can then coexist with much larger errors in the limits.

Energies are in eV, the natural unit for enthalpies and defect energies. All total energies must come from the same computational settings. Thermal and pressure–volume corrections are neglected. The data below are invented round numbers for model elements A, B, C, X, Y with q = +1, +2, +3, −2, −1; those labelled "exp" stand in for measurements.

**A fit by hand**

Let e_i be the computed energy per atom of compound i, and x_ij its atomic fraction of element j. Write the reference as μ_j^ref = μ_j^DFT + δ_j, where μ_j^DFT is the computed elemental energy. The fitted formation enthalpy per atom is

h_i^fit = e_i − Σ_j x_ij μ_j^ref = h_i^DFT − Σ_j x_ij δ_j.

With b_i = h_i^DFT − h_i^exp, the residual is

r_i = h_i^fit − h_i^exp = b_i − Σ_j x_ij δ_j.

Start with C2X3 and CY3. Their b values are −2.90 + 3.40 = 0.50 and −2.08 + 2.40 = 0.32 eV/atom. Multiplying by the 5 and 4 atoms per formula unit, zero residuals require

2δ_C + 3δ_X = 2.50
δ_C + 3δ_Y = 1.28.

Two equations cannot fix three unknowns. Adding t(3, −2, −1) to (δ_C, δ_X, δ_Y) changes the left sides by t(6 − 6) and t(3 − 3), both zero. The free direction is the set of oxidation states.

Now add CX, with b = 0.48, and CY2, with b = 0.27. In both, C has charge +2 instead of +3. Zero residuals would also require

δ_C + δ_X = 0.96
δ_C + 2δ_Y = 0.81.

There are now four equations for three unknowns. The reaction

C2X3 + 3 CY2 → 3 CX + 2 CY3

conserves every element, so its energy contains no elemental reference. Take the equations in the order C2X3, CX, CY3, CY2 with coefficients 1, −3, −2, 3. The left sides cancel, but the right sides give

2.50 − 3(0.96) − 2(1.28) + 3(0.81) = −0.51 eV.

No choice of references can remove this discrepancy; least squares distributes it. Because residuals are per atom, multiply the coefficients by the atom numbers 5, 2, 4, 3 to get

w = (5, −6, −8, 9), |w|² = 206, w·b = −0.51.

By construction w·(Xδ) = 0 for every δ, where X is the matrix of fractions x_ij. Hence w·r = w·b. Conversely, every such r is reached by some δ. The C2X3 and CX equations fix δ_C and δ_X, and CY3 then fixes δ_Y, so X has rank 3 and the vectors Xδ fill the whole three-dimensional space orthogonal to w. Least squares therefore picks the shortest r with w·r = w·b, which is parallel to w:

r = w (w·b)/|w|² = (−0.012, 0.015, 0.020, −0.022) eV/atom.

The corrected data b − r are consistent. For C2X3 and CX they are 0.5124 and 0.4651. Subtracting twice the CX equation from the C2X3 equation gives

δ_X = 5(0.5124) − 4(0.4651) = 0.70 eV
δ_C = 2(0.4651) − 0.70 = 0.23 eV.

The corrected CY3 equation then gives δ_Y = (4 × 0.3002 − 0.23)/3 = 0.32 eV.

The factors 5 and −4 are a warning. The uncorrected C2X3 and CX data alone would give δ_X = 5(0.50) − 4(0.48) = 0.58 eV. Changes of about 0.01 eV/atom in the data have moved a reference by 0.12 eV.

**The general fit**

For m compounds, minimise S(δ) = |b − Xδ|² with equal weight for each enthalpy per atom. Weighting per formula unit would be a different choice, and can change the answer when the data are inconsistent and the compounds differ in their numbers of atoms per formula unit. For any change u of δ, with r = b − Xδ,

S(δ + u) = |r − Xu|² = |r|² − 2u·(Xᵀr) + |Xu|².

At a minimum the linear term must vanish for every u. Therefore Xᵀr = 0, or

XᵀX δ = Xᵀb.

Conversely, if the linear term vanishes, S cannot decrease, since |Xu|² ≥ 0. The minimum is unique if Xu = 0 implies u = 0, which is full column rank.

If Xv = 0 for some nonzero v, then δ + tv fits equally well. The enthalpy of a composition with atom counts n_j contains n·δ, which changes by t n·v. It is unique exactly when n·v = 0 for every null vector v. If q is the only null vector, a balanced data set therefore predicts new balanced compounds uniquely while leaving the elemental references undetermined. With more null vectors this can fail: A2X and BY2 alone do not fix the enthalpy of the balanced compound AY.

**Finding the rank**

For binary compounds the rank can be read from a graph with elements as points and compounds as links. A null vector must satisfy, on each link,

n_j v_j + n_k v_k = 0, so v_k = −(n_j/n_k) v_j.

Choose v = 1 at one element and follow the links. Every v in that connected component is then fixed and nonzero. If all the links agree, the component has one null vector, up to scale. If two links disagree, v must vanish on the whole component. Hence

rank = number of elements − number of consistent components.

An element without a compound counts as a consistent component. Ternary compounds lie outside this counting rule; for them one uses exact elimination on the integer counts, or singular values.

The full example has eight balanced compounds: A2X, BX, C2X3, AY, BY2, CY3, ABY3 and BC2X4. They have rank 4 for five elements. Adding CX contradicts the link C2X3, and the rank becomes 5. CY2 breaks the rule as well.

A minimum-norm solver returns an answer even at rank 4, and so can hide the deficiency. It chooses the solution with no component along the null vector q. Fitting δ this way imposes q·δ = 0; fitting μ^ref directly imposes q·μ^ref = 0. Both minimise the same residual, so the second set of references equals the first plus tq. Taking the scalar product with q gives

0 = q·μ^DFT + 0 + t|q|², so t = −q·μ^DFT/|q|².

With μ^DFT = (−1.5, −1.7, −4.0, −5.0, −2.0) eV,

q·μ^DFT = −1.5 − 3.4 − 12.0 + 10.0 + 2.0 = −4.9 eV
|q|² = 1 + 4 + 9 + 4 + 1 = 19
t = 4.9/19 = 0.258 eV.

The two answers for μ_X^ref differ by −2t = −0.516 eV, although the fitted enthalpies agree. The difference depends on the zero of energy of each element, which has no physical meaning. Fixing one δ_j with q_j ≠ 0 from independent information would remove the freedom here, because t could no longer vary.

**What the residuals reveal**

The fit to all ten compounds gives

δ_A = 0.13, δ_B = 0.08, δ_C = 0.27, δ_X = 0.65, δ_Y = 0.32 eV.

The root-mean-square (rms) difference from the model measurements falls from 0.352 to 0.015 eV/atom. The second number is measured on the data used in the fit, so it is not a prediction error.

To predict compound i without using it, let M = XᵀX, let x be its column of fractions, and let δ′ be the fit without it. The two sets of normal equations give

(M − xxᵀ)δ′ = Mδ − x b_i.

Define the prediction error ρ = b_i − x·δ′, which is predicted minus measured enthalpy. Rearranging,

M(δ′ − δ) = −xρ, so δ′ = δ − M⁻¹xρ.

Insert this in the definition of ρ and write H_ii = xᵀM⁻¹x for the leverage:

ρ = r_i + H_ii ρ, so ρ = r_i/(1 − H_ii).

This requires H_ii < 1. For CX the residual is 0.021 eV/atom and the leverage 0.759, giving ρ = 0.088 eV/atom. Over all compounds the rms leave-one-out error is 0.037 eV/atom, more than twice the rms residual.

If an element occurs in only one compound, its reference can absorb any error of that compound. The residual is then zero. In matrix terms, the column of X for this element is nonzero in row i alone. The matrix H = XM⁻¹Xᵀ leaves every column of X unchanged, so H_ii = 1. Here a zero residual gives no evidence of accuracy, and the leave-one-out error is undefined.

**Errors of the references**

Suppose b = Xδ⁰ + ε, where the errors ε_i are independent with zero mean and equal variance σ². Since δ − δ⁰ = M⁻¹Xᵀε, the covariance matrix of the references is

σ² M⁻¹XᵀX M⁻¹ = σ² M⁻¹.

The residual is r = (1 − H)ε. Because 1 − H is a projection, the mean of |r|² is σ² times its trace, m − rank. This gives the estimate

s² = |r|²/(m − rank), and the estimated covariance matrix s²M⁻¹.

Here m − rank = 5 and s = 0.022 eV/atom. The standard deviations of the references B and X are 0.116 and 0.107 eV, about five times larger.

The weak direction explains the amplification. The Cauchy–Schwarz inequality, applied to M^(−1/2)q and M^(1/2)q, gives

|q|⁴ ≤ (qᵀM⁻¹q)(qᵀMq).

Since qᵀMq = |Xq|², the estimated variance obeys

Var(q·δ) ≥ s²|q|⁴/|Xq|².

Only CX and CY2 contribute to Xq, with (3 − 2)/2 = 1/2 and (3 − 2)/3 = 1/3. Thus |Xq| = √(1/4 + 1/9) = 0.60, and the standard deviation of q·δ is at least 0.0217 × 19/0.60 ≈ 0.69 eV. Its estimated value is 0.95 eV. To connect this with the individual references, write the error of δ as tq plus a part orthogonal to q. Then t has standard deviation 0.95/19 = 0.050 eV. The part along q carries variance 0.9499²/19 = 0.0475 eV², out of a total 0.0601² + 0.1164² + 0.1352² + 0.1074² + 0.0573² = 0.0503 eV² summed over the five references, or about 94 per cent. This part alone moves B and X by 2 × 0.050 = 0.10 eV, close to their standard deviations of 0.116 and 0.107 eV.

These error bars hold for the stated error model. If the functional errs differently for the two valences of C, the errors are not independent with zero mean, and the covariance matrix s²M⁻¹ does not describe the resulting bias. Such a bias can be invisible. An error β in the computed energy of each C ion of charge +2 adds β/2 to b for CX and β/3 for CY2, which is exactly βXq. The fit absorbs it as δ → δ + βq, and the residuals and leave-one-out errors do not change at all. For β = 0.1 eV the reference of X moves by −0.2 eV.

**From references to chemical-potential limits**

Let E denote computed energy per formula unit. Equilibrium with a host, no precipitation of competing compounds k, and no precipitation of elements require

n_host·μ = E_host
n_k·μ ≤ E_k
μ_j ≤ μ_j^ref.

For BX, the first condition is μ_B + μ_X = E_BX = −11.98 eV. No other B–X compound is in the model, so the elemental bounds give

E_BX − μ_B^ref ≤ μ_X ≤ μ_X^ref.

Changing from computed to fitted references moves the lower end by −δ_B and the upper end by +δ_X:

DFT references: −10.28 to −5.00 eV
FERE: −10.36 to −4.35 eV.

The width is μ_X^ref + μ_B^ref − E_BX = −2h_BX^fit = 6.01 eV, where the factor 2 is the number of atoms. With E_BX held fixed, the errors of the ends are 0.116 and 0.107 eV, but that of the width is 0.036 eV. The two ends have correlation 0.95: they largely move together. Holding E_BX fixed amounts to placing the errors ε in the measured enthalpies. If they lie in the computed energies, E_BX carries its own ε, the error of the width is 2r for BX, and its standard deviation is 2s√(1 − 0.695) = 0.024 eV, again far below the errors of the ends. A well-determined width does not imply a well-determined position.

At deficient rank this motion is completely free. Suppose the host and its competitors are all balanced, so that n·q = 0 for each. If μ satisfies the conditions for μ^ref, then μ + tq satisfies them for μ^ref + tq: the compound conditions are unchanged, and both sides of each elemental bound shift by tq_j. The inverse shift maps the region back. The whole region therefore translates rigidly. A plot of μ_j − μ_j^ref does not show it.

Some limits do not need the references. For the host C2X3, eliminate μ_X = (E_C2X3 − 2μ_C)/3 from the CX condition μ_C + μ_X ≤ E_CX. Multiplying by 3 gives

μ_C ≤ 3E_CX − E_C2X3 = 3(−14.04) + 37.50 = −4.62 eV.

This is the upper limit as long as μ_C^ref lies above it. Here μ_C^ref is −4.00 eV before and −3.73 eV after the fit, so the limit does not move. The lower limit, (E_C2X3 − 3μ_X^ref)/2, moves by −(3/2)δ_X, from −11.25 to −12.22 eV. Independence from the references is not freedom from error: the limit keeps the errors of the computed compound energies. The combination 3E_CX − E_C2X3 leaves one C atom over, so comparing it with measurements needs a C reference. Measured from μ_C^ref it is the energy of C2X3 + C → 3 CX, which is 6h_CX − 5h_C2X3. This differs from the measured value by 6(0.48) − 5(0.50) = 0.38 eV with the computed reference, and by 0.38 − δ_C = 0.11 eV with the fitted one.

The enthalpy used for the host must be the fitted one. If h^exp is combined with the fitted references, then for a host with N atoms per formula unit

n·μ = Σ_j n_j μ_j^ref + N h^exp = E_host − N h^fit + N h^exp = E_host − N r.

Forming one formula unit of host from the reservoirs would then change the energy by the spurious amount E_host − n·μ = N r, a cost or a gain according to the sign of r. For BX the mismatch N r is only −0.007 eV, because its residual is small.

**Effect on a vacancy**

Removing a neutral X atom to its reservoir gives the formation energy

E_f = E_defect − E_host cell + μ_X.

Let the difference of the two supercell energies be 12.0 eV. Then:

X-poor: 12.0 − 10.28 = 1.72 eV (DFT references), 12.0 − 10.36 = 1.64 eV (FERE)
X-rich: 12.0 − 5.00 = 7.00 eV (DFT references), 12.0 − 4.35 = 7.65 eV (FERE).

The last value is 0.281 hartree. In the dilute limit, with other factors unchanged, the concentration is multiplied by exp(−ΔE_f/kT), where ΔE_f is the change caused by the new references. At 1000 K, kT = 0.086 eV, and the factors are 2.6 at the X-poor limit and 5.6 × 10⁻⁴ at the X-rich limit.

The X-poor change of −0.08 eV is smaller than the 0.116 eV standard deviation of that limit, so this fit does not establish even its sign. The X-rich change of 0.65 eV is about six standard deviations, under the same error model. A valence-dependent error β of about 0.3 eV per C ion of charge +2 would move δ_X by as much as this without changing any residual.

**The procedure**

1. Compute all compounds and elements with the same settings, and form X and b.
2. Find the rank and null vectors of X before solving. If a null vector has a component on a needed element, add a compound that breaks it or fix a reference independently.
3. Solve for δ. Inspect the smallest singular value, the leverages and the leave-one-out errors as well as the residuals.
4. Compute the limits from total energies and μ^ref, and identify which condition sets each limit.
5. Propagate the covariance matrix s²M⁻¹ to the limits set by elements. Limits set by compounds alone do not depend on δ when written as absolute μ_j, so this covariance says nothing about them; they keep the errors of the computed compound energies. Written as μ_j − μ_j^ref, they shift by −δ_j and take on its error.

The numerical check confirms the fit by direct minimisation, the rank rule by exact elimination, the error formulas by repeated fits, and the limits by linear programming.

Table of computed values

```
enthalpies, residual r, leave-one-out error: eV/atom
name    h_exp   h_DFT   h_fit       r  leverage  LOO
A2X     -1.40   -1.10  -1.4025  -0.0025  0.676  -0.0078
BX      -3.00   -2.64  -3.0033  -0.0033  0.695  -0.0107
C2X3    -3.40   -2.90  -3.3962   0.0038  0.564   0.0088
AY      -2.00   -1.78  -2.0037  -0.0037  0.393  -0.0061
BY2     -2.60   -2.36  -2.5980   0.0020  0.398   0.0034
CY3     -2.40   -2.08  -2.3854   0.0146  0.481   0.0282
ABY3    -2.40   -2.15  -2.3823   0.0177  0.235   0.0232
BC2X4   -3.32   -2.88  -3.3382  -0.0182  0.340  -0.0275
CX      -3.00   -2.52  -2.9789   0.0211  0.759   0.0878
CY2     -2.30   -2.03  -2.3317  -0.0317  0.459  -0.0586
element: charge q (e); mu_DFT, delta, mu_FERE, sd (eV)
A: +1; -1.50, 0.1311, -1.3689, 0.0601
B: +2; -1.70, 0.0812, -1.6188, 0.1164
C: +3; -4.00, 0.2724, -3.7276, 0.1352
X: -2; -5.00, 0.6453, -4.3547, 0.1074
Y: -1; -2.00, 0.3163, -1.6837, 0.0573
compounds, elements, rank: 10, 5, 5
balanced compounds, their rank: 8, 4
singular values of X: 1.5492 1.2793 0.8342 0.6615 0.0992
rms of h_DFT - h_exp: 0.3518 eV/atom
rms fit residual: 0.0154 eV/atom
residual standard deviation s: 0.0217 eV/atom
rms leave-one-out error: 0.0368 eV/atom
sd of q.delta: 0.9499 eV; lower bound 0.6870 eV
random sets: 200; full rank 42, deficient 158
balanced set, shift t between two solvers: 0.2579 eV
resulting shift of mu_X: -0.5158 eV
E(BX), E(C2X3), E(CX): -11.98, -37.50, -14.04 eV/f.u.
BX, mu_X range, DFT refs: -10.2800 to -5.0000 eV
BX, mu_X range, FERE: -10.3612 to -4.3547 eV
BX, width, DFT and FERE: 5.2800, 6.0065 eV
BX, sd of lower end, upper end: 0.1164, 0.1074 eV
BX, sd of width: 0.0362 eV
BX, correlation of the two ends: 0.951
BX, mismatch if h_exp is used: -0.0065 eV/f.u.
C2X3, mu_C range, DFT refs: -11.2500 to -4.6200 eV
C2X3, mu_C range, FERE: -12.2180 to -4.6200 eV
vacancy removal energy: 12.0 eV
vacancy E_f, DFT: X-poor 1.7200, X-rich 7.0000 eV
vacancy E_f, FERE: X-poor 1.6388, X-rich 7.6453 eV
FERE X-rich vacancy E_f: 0.28096 hartree
T = 1000 K, kT = 0.08617 eV
concentration ratio FERE/DFT, X-poor: 2.57
concentration ratio FERE/DFT, X-rich: 0.000559
```
